# Density-of-states mass of the six silicon conduction valleys: a numerical check

```python
"""Density-of-states mass of six equivalent silicon valleys.

Result under test: m_d = 6**(2/3) * (m_l * m_t**2)**(1/3), where
  m_l, m_t = longitudinal and transverse masses of one ellipsoid,
  m_d      = mass of the single isotropic band with the same total
             density of states (spin factor 2 kept outside the mass).
All masses are in units of the free-electron mass m0.
Internal units: energy in eV, wave vector in 1/nm, length in nm.
"""
import numpy as np
from scipy.constants import hbar, m_e, e, k as k_boltzmann

C = hbar**2 / (2 * m_e) / e * 1e18      # hbar^2/(2 m0) in eV nm^2
PER_CM3 = 1e21                          # 1/nm^3 expressed in 1/cm^3
m_l, m_t = 0.916, 0.19
energy = 0.050
box = 300.0
k_centre = 10.0
temperature = 300.0
kT = k_boltzmann * temperature / e


def inverse_mass(axis):
    """Inverse mass tensor of a valley whose long axis is 'axis'."""
    a = np.array(axis, dtype=float)
    a /= np.linalg.norm(a)
    return np.eye(3) / m_t + (1 / m_l - 1 / m_t) * np.outer(a, a)


def dos_mass(long_mass, trans_mass, valleys):
    return valleys**(2 / 3) * (long_mass * trans_mass**2)**(1 / 3)


def isotropic_dos(mass, en):
    """Density of states of one isotropic band, 1/(eV nm^3)."""
    return (mass / C)**1.5 * np.sqrt(en) / (2 * np.pi**2)


axes = [s * np.eye(3)[i] for i in range(3) for s in (1, -1)]
m_one = dos_mass(m_l, m_t, 1)
m_d = dos_mass(m_l, m_t, 6)

# Test 1: count the allowed k-points of a periodic box, valley by valley.
dk = 2 * np.pi / box
k_long = np.sqrt(m_l * energy / C)
k_trans = np.sqrt(m_t * energy / C)
reach = int(np.ceil(k_long / dk)) + 2
steps = np.arange(-reach, reach + 1)
offsets = np.stack(np.meshgrid(steps, steps, steps, indexing="ij"),
                   axis=-1).reshape(-1, 3)
keys = []
for axis in axes:
    centre = k_centre * axis
    points = offsets + np.rint(centre / dk).astype(int)
    q = points * dk - centre
    valley_energy = C * np.sum((q @ inverse_mass(axis)) * q, axis=1)
    inside = points[valley_energy <= energy].astype(np.int64) + 2000
    keys.append((inside[:, 0] * 4000 + inside[:, 1]) * 4000 + inside[:, 2])
all_keys = np.concatenate(keys)
k_points = len(all_keys)
assert len(np.unique(all_keys)) == k_points     # valleys do not overlap
density_count = 2 * k_points / box**3
density_formula = (m_d * energy / C)**1.5 / (3 * np.pi**2)
m_count = (3 * np.pi**2 * density_count)**(2 / 3) * C / energy
# A finite lattice leaves a surface error well below one percent.
assert abs(density_count / density_formula - 1) < 5e-3

# Test 2: integrate dS/|grad E| over the unstretched energy surfaces.
u, weight_u = np.polynomial.legendre.leggauss(80)
phi = 2 * np.pi * np.arange(160) / 160
U, PHI = np.meshgrid(u, phi, indexing="ij")
S = np.sqrt(1 - U**2)
directions = np.stack([S * np.cos(PHI), S * np.sin(PHI), U], axis=-1)
solid_angle = weight_u[:, None] * (2 * np.pi / 160)


def surface_dos(axis, en):
    w = inverse_mass(axis)
    gradient_unit = 2 * C * (directions @ w)
    curvature = C * np.sum((directions @ w) * directions, axis=-1)
    radius = np.sqrt(en / curvature)
    radial_slope = radius * np.sum(gradient_unit * directions, axis=-1)
    integral = np.sum(solid_angle * radius**2 / radial_slope)
    return 2 * integral / (2 * np.pi)**3


for en in (0.010, energy):
    total = sum(surface_dos(axis, en) for axis in axes)
    assert abs(total / isotropic_dos(m_d, en) - 1) < 1e-9
dos_surface = sum(surface_dos(axis, energy) for axis in axes)
m_surface = C * (2 * np.pi**2 * dos_surface / np.sqrt(energy))**(2 / 3)

# A tilted valley: only the determinant of its mass tensor matters.
tilted = [1, 1, 1]
m_tilted = np.linalg.det(np.linalg.inv(inverse_mass(tilted)))**(1 / 3)
assert abs(surface_dos(tilted, energy)
           / isotropic_dos(m_tilted, energy) - 1) < 1e-9
assert abs(m_tilted / m_one - 1) < 1e-12

# Multiplying the single-valley mass by six overcounts the states.
overcount = isotropic_dos(6 * m_one, energy) / dos_surface
assert abs(overcount - np.sqrt(6)) < 1e-8

# Test 3: Boltzmann sums over k for the band density and the velocities.
grid = 0.2 * np.arange(-19, 20)
Q = np.stack(np.meshgrid(grid, grid, grid, indexing="ij"),
             axis=-1).reshape(-1, 3)
partition = 0.0
velocity_tensor = np.zeros((3, 3))
for axis in axes:
    slope = Q @ inverse_mass(axis)
    boltzmann = np.exp(-C * np.sum(slope * Q, axis=1) / kT)
    partition += boltzmann.sum()
    velocity_tensor += 2 * C / kT * (slope * boltzmann[:, None]).T @ slope
velocity_tensor /= partition            # m0 <v_i v_j> / kT
nc_sum = 2 * partition * 0.2**3 / (2 * np.pi)**3
nc_formula = 2 * (m_d * kT / (4 * np.pi * C))**1.5
assert abs(nc_sum / nc_formula - 1) < 1e-6
m_c = 3 / (1 / m_l + 2 / m_t)
assert np.allclose(velocity_tensor, np.eye(3) / m_c, rtol=1e-6, atol=1e-6)
m_c_sum = 3 / np.trace(velocity_tensor)

# Precision: range allowed by rounding of the two input masses.
m_low = dos_mass(m_l - 0.0005, m_t - 0.005, 6)
m_high = dos_mass(m_l + 0.0005, m_t + 0.005, 6)
linear = m_d * (0.0005 / (3 * m_l) + 2 * 0.005 / (3 * m_t))
assert abs((m_high - m_low) / (2 * linear) - 1) < 1e-2
assert abs(m_d - 1.06) < 0.005

print(f"Longitudinal mass: {m_l:.3f} m0")
print(f"Transverse mass: {m_t:.2f} m0")
print(f"Product m_l*m_t^2: {m_l * m_t**2:.6f} m0^3")
print(f"Single-valley density-of-states mass: {m_one:.4f} m0")
print(f"Valley factor 6^(2/3): {6**(2 / 3):.4f} (no unit)")
print(f"Six-valley density-of-states mass: {m_d:.4f} m0")
print(f"Same mass in kilograms: {m_d * m_e:.3e} kg")
print(f"Lower end of rounding range: {m_low:.3f} m0")
print(f"Upper end of rounding range: {m_high:.3f} m0")
print(f"Linear estimate of half-range: {linear:.3f} m0")
print(f"Energy above band edge: {energy * 1e3:.0f} meV")
print(f"Box side: {box:.0f} nm")
print(f"Valley-centre distance (model): {k_centre:.0f} nm^-1")
print(f"Long semi-axis of ellipsoid: {k_long:.4f} nm^-1")
print(f"Short semi-axis of ellipsoid: {k_trans:.4f} nm^-1")
print(f"k-points counted in six valleys: {k_points:d} (no unit)")
print(f"State density from count: {density_count * PER_CM3:.3e} cm^-3")
print(f"State density from formula: {density_formula * PER_CM3:.3e} cm^-3")
print(f"Mass inferred from count: {m_count:.4f} m0")
print(f"Density of states, surface integral: "
      f"{dos_surface * PER_CM3:.4e} eV^-1 cm^-3")
print(f"Density of states, formula: "
      f"{isotropic_dos(m_d, energy) * PER_CM3:.4e} eV^-1 cm^-3")
print(f"Mass inferred from surface integral: {m_surface:.4f} m0")
print(f"Mass of tilted [111] valley: {m_tilted:.4f} m0")
print(f"Six times single-valley mass (wrong rule): {6 * m_one:.3f} m0")
print(f"Overcount of states by wrong rule: {overcount:.3f} (no unit)")
print(f"Temperature: {temperature:.0f} K")
print(f"Thermal energy: {kT * 1e3:.2f} meV")
print(f"Effective band density N_c, k sum: {nc_sum * PER_CM3:.3e} cm^-3")
print(f"Effective band density N_c, formula: "
      f"{nc_formula * PER_CM3:.3e} cm^-3")
print(f"Conductivity mass, velocity average: {m_c_sum:.4f} m0")
print(f"Conductivity mass, formula: {m_c:.4f} m0")
print(f"Ratio m_d/m_c: {m_d / m_c:.2f} (no unit)")
print("OK")
```

It prints:

```
Longitudinal mass: 0.916 m0
Transverse mass: 0.19 m0
Product m_l*m_t^2: 0.033068 m0^3
Single-valley density-of-states mass: 0.3210 m0
Valley factor 6^(2/3): 3.3019 (no unit)
Six-valley density-of-states mass: 1.0598 m0
Same mass in kilograms: 9.654e-31 kg
Lower end of rounding range: 1.041 m0
Upper end of rounding range: 1.079 m0
Linear estimate of half-range: 0.019 m0
Energy above band edge: 50 meV
Box side: 300 nm
Valley-centre distance (model): 10 nm^-1
Long semi-axis of ellipsoid: 1.0964 nm^-1
Short semi-axis of ellipsoid: 0.4993 nm^-1
k-points counted in six valleys: 747720 (no unit)
State density from count: 5.539e+19 cm^-3
State density from formula: 5.540e+19 cm^-3
Mass inferred from count: 1.0597 m0
Density of states, surface integral: 1.6620e+21 eV^-1 cm^-3
Density of states, formula: 1.6620e+21 eV^-1 cm^-3
Mass inferred from surface integral: 1.0598 m0
Mass of tilted [111] valley: 0.3210 m0
Six times single-valley mass (wrong rule): 1.926 m0
Overcount of states by wrong rule: 2.449 (no unit)
Temperature: 300 K
Thermal energy: 25.85 meV
Effective band density N_c, k sum: 2.738e+19 cm^-3
Effective band density N_c, formula: 2.738e+19 cm^-3
Conductivity mass, velocity average: 0.2582 m0
Conductivity mass, formula: 0.2582 m0
Ratio m_d/m_c: 4.10 (no unit)
OK
```
